# Magnetic moment induced in chromia by an electric field: verification in Python

```python
"""Magnetoelectric moment of chromia.

Result under test: m = alpha * E * Omega / mu0, about 0.0008 Bohr magneton per Cr.
alpha: SI magnetoelectric coefficient (mu0 M = alpha E); E: internal electric
field; Omega: volume per chromium; m: net moment per chromium atom.
An independent two-sublattice mean-field magnet (spin 3/2) tests the relation:
alpha from its free energy, the moment from its self-consistent spins.
Model energies are in eV, temperatures in K.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

e, mu0, c = const.e, const.mu_0, const.c
mu_b = const.physical_constants["Bohr magneton"][0]
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
k_ev = const.k / e

# Data of the exercise
alpha = 4e-12            # s/m
field = 0.1              # V/nm
volume = 0.024           # nm^3 per Cr
field_si, volume_si = field * 1e9, volume * 1e-27

# Direct SI arithmetic
magnetization = alpha * field_si / mu0
moment = magnetization * volume_si / mu_b

# Formula from atomic units, with eV and nm restored
alpha_c = alpha * c
work_area = field * volume              # eV nm^2
atomic_area = hartree * bohr_nm**2      # eV nm^2
moment_atomic = alpha_c * work_area / (2 * np.pi * const.alpha * atomic_area)
assert abs(moment_atomic / moment - 1) < 1e-7
assert round(moment, 4) == 0.0008

# Mean-field magnet: intrasublattice exchange j_same, intersublattice j_cross
spin, g = 1.5, 2.0
t_neel, t_weiss = 310.0, 500.0          # rough typical values
unit = 3 * k_ev / (spin * (spin + 1))
j_same = unit * (t_neel - t_weiss) / 2
j_cross = unit * (t_neel + t_weiss) / 2
levels = np.array([-1.5, -0.5, 0.5, 1.5])


def single_site(h, temp):
    """Mean spin, its derivative with respect to h, and log partition sum."""
    x = levels * h / (k_ev * temp)
    top = x.max()
    weights = np.exp(x - top)
    total = weights.sum()
    mean = (weights @ levels) / total
    variance = (weights @ (levels - mean)**2) / total
    return mean, variance / (k_ev * temp), top + np.log(total)


def solve(temp, w, b, domain=1):
    """Spins and free energy per Cr pair; w: exchange shift, b: Zeeman energy."""
    ja, jb = j_same + w, j_same - w
    s = np.array([spin, -spin]) * domain
    for _ in range(100):
        ma, ca, _ = single_site(ja * s[0] - j_cross * s[1] + b, temp)
        mb, cb, _ = single_site(jb * s[1] - j_cross * s[0] + b, temp)
        jac = np.array([[1 - ca * ja, ca * j_cross],
                        [cb * j_cross, 1 - cb * jb]])
        step = np.linalg.solve(jac, np.array([s[0] - ma, s[1] - mb]))
        s = s - step
        if np.abs(step).max() < 1e-10:
            break
    else:
        raise RuntimeError("mean-field equations did not converge")
    log_a = single_site(ja * s[0] - j_cross * s[1] + b, temp)[2]
    log_b = single_site(jb * s[1] - j_cross * s[0] + b, temp)[2]
    free = (-k_ev * temp * (log_a + log_b) + 0.5 * ja * s[0]**2
            + 0.5 * jb * s[1]**2 - j_cross * s[0] * s[1])
    return s, free


def net_moment(temp, w, b=0.0, domain=1):
    return g * solve(temp, w, b, domain)[0].sum() / 2


def mixed_response(temp, d=1e-5):
    """Minus the mixed second derivative of free energy in w and b (1/eV)."""
    f = {(i, j): solve(temp, i * d, j * d)[1] for i in (1, -1) for j in (1, -1)}
    return -(f[1, 1] - f[1, -1] - f[-1, 1] + f[-1, -1]) / (4 * d * d)


def alpha_model(temp, kappa):
    """SI coefficient; kappa in eV per (V/nm)."""
    return (mu0 * kappa * 1e-9 * mixed_response(temp)
            * g * mu_b / (2 * volume_si))


temps = np.arange(100.0, 306.0, 1.0)
responses = np.array([mixed_response(t) for t in temps])
t_peak = temps[responses.argmax()]
assert temps[0] < t_peak < temps[-1]
kappa = alpha / alpha_model(t_peak, 1.0)
shift = kappa * field

# Free-energy coefficient must predict the self-consistent moment
m_peak = net_moment(t_peak, shift)
assert abs(m_peak / moment - 1) < 1e-3
t_use = 300.0
alpha_use = alpha_model(t_use, kappa)
m_use = net_moment(t_use, shift)
assert abs(m_use / (alpha_use * field_si * volume_si / mu0 / mu_b) - 1) < 1e-3

# Domain reversal, equal sublattice shifts, and vanishing limits
m_reversed = net_moment(t_peak, shift, domain=-1)
assert abs(m_reversed / m_peak + 1) < 1e-8
s_zero = solve(t_peak, 0.0, 0.0)[0]
s_field = solve(t_peak, shift, 0.0)[0]
change = g * (s_field - s_zero)
assert np.all(change > 0) and abs(change[0] / change[1] - 1) < 0.02
m_cold = net_moment(20.0, shift)
m_hot = net_moment(330.0, shift)
assert abs(m_cold) < 1e-3 * m_peak and abs(m_hot) < 1e-8

# Nonlinearity in the electric field
nonlinear_peak = m_peak / (10 * net_moment(t_peak, shift / 10)) - 1
nonlinear_use = m_use / (10 * net_moment(t_use, shift / 10)) - 1
assert max(abs(nonlinear_peak), abs(nonlinear_use)) < 0.01

# Demagnetizing field of a film magnetized along its normal: H = -M
b_per_tesla = g * mu_b / e
b_test = 0.01 * b_per_tesla
chi = (mu0 * mu_b / volume_si
       * (net_moment(t_peak, 0, b_test) - net_moment(t_peak, 0, -b_test)) / 0.02)
m_film = m_peak
for _ in range(8):
    induction = -mu0 * m_film * mu_b / volume_si
    m_film = net_moment(t_peak, shift, b_per_tesla * induction)
assert abs(m_film * (1 + chi) / m_peak - 1) < 1e-5

# Breakdown, tunnelling and trap-assisted leakage (assumed rough inputs)
breakdown = 2.0          # MV/cm
thickness = 100.0        # nm
barrier = 1.0            # eV
eps_optical = 6.0
field_mv_cm = field_si / 1e8
width = barrier / field
decay = np.sqrt(2 * const.m_e * e) / const.hbar * 1e-9
wkb = 2 * decay * quad(lambda x: np.sqrt(max(barrier - field * x, 0)), 0, width)[0]
assert abs(wkb / (4 * decay * barrier**1.5 / (3 * field)) - 1) < 1e-6
coulomb = e / (4 * np.pi * const.epsilon_0 * eps_optical) * 1e9   # eV nm
top = minimize_scalar(lambda r: coulomb / r + field * r,
                      bounds=(0.05, 50), method="bounded")
lowering = 2 * np.sqrt(coulomb * field)
assert abs(top.fun / lowering - 1) < 1e-6
enhancement = np.exp(lowering / (k_ev * t_use))

print(f"magnetoelectric coefficient: {alpha*1e12:.1f} ps/m")
print(f"electric field: {field:.2f} V/nm")
print(f"volume per Cr: {volume:.3f} nm^3")
print(f"alpha times c: {alpha_c:.5e} (pure number)")
print(f"inverse fine-structure constant: {1/const.alpha:.3f}")
print(f"e E Omega: {work_area:.5f} eV nm^2")
print(f"Hartree times Bohr radius squared: {atomic_area:.6f} eV nm^2")
print(f"mu0 M: {mu0*magnetization*1e3:.3f} mT")
print(f"magnetization M: {magnetization:.1f} A/m")
print(f"moment per Cr, SI road: {moment:.4e} mu_B")
print(f"moment per Cr, atomic-unit road: {moment_atomic:.4e} mu_B")
print(f"moment per Cr in SI: {moment*mu_b:.3e} A m^2")
print(f"full spin moment of the ion: {g*spin:.1f} mu_B")
print(f"induced/full moment: {moment/(g*spin):.2e}")
print(f"model Neel temperature: {t_neel:.0f} K")
print(f"model Curie-Weiss temperature (size): {t_weiss:.0f} K")
print(f"model exchange J1: {j_same*1e3:.3f} meV")
print(f"model exchange J2: {j_cross*1e3:.3f} meV")
print(f"temperature of largest alpha: {t_peak:.0f} K")
print(f"exchange shift w at the field: {shift*1e3:.4f} meV")
print(f"sublattice moment at peak, E=0: {g*s_zero[0]:.4f} mu_B")
print(f"moment change, sublattice A: {change[0]:.4e} mu_B")
print(f"moment change, sublattice B: {change[1]:.4e} mu_B")
print(f"model net moment per Cr at peak: {m_peak:.4e} mu_B")
print(f"same, opposite domain: {m_reversed:.4e} mu_B")
print(f"model net moment at 20 K: {m_cold:.1e} mu_B")
print(f"model net moment at 330 K is below 1e-8 mu_B: {abs(m_hot) < 1e-8}")
print(f"model alpha at {t_use:.0f} K: {alpha_use*1e12:.2f} ps/m")
print(f"model net moment at {t_use:.0f} K: {m_use:.3e} mu_B")
print(f"relative nonlinearity at peak: {nonlinear_peak:.1e}")
print(f"relative nonlinearity at {t_use:.0f} K: {nonlinear_use:.1e}")
print(f"model susceptibility at peak: {chi:.2e} (SI, pure number)")
print(f"film demagnetizing change: {100*(m_film/m_peak-1):.3f} %")
print(f"field in device unit: {field_mv_cm:.2f} MV/cm")
print(f"assumed rough breakdown field: {breakdown:.1f} MV/cm")
print(f"field/breakdown field: {field_mv_cm/breakdown:.2f}")
print(f"film thickness: {thickness:.0f} nm")
print(f"voltage across film: {field*thickness:.1f} V")
print(f"assumed tunnel barrier: {barrier:.1f} eV")
print(f"tunnel distance: {width:.1f} nm")
print(f"WKB exponent: {wkb:.1f}")
print(f"WKB tunnelling factor: {np.exp(-wkb):.1e}")
print(f"assumed optical permittivity: {eps_optical:.1f}")
print(f"Poole-Frenkel lowering: {lowering:.3f} eV")
print(f"ideal leakage enhancement at {t_use:.0f} K: {enhancement:.1e}")
print("checks complete")
```

Printed output:

```
magnetoelectric coefficient: 4.0 ps/m
electric field: 0.10 V/nm
volume per Cr: 0.024 nm^3
alpha times c: 1.19917e-03 (pure number)
inverse fine-structure constant: 137.036
e E Omega: 0.00240 eV nm^2
Hartree times Bohr radius squared: 0.076200 eV nm^2
mu0 M: 0.400 mT
magnetization M: 318.3 A/m
moment per Cr, SI road: 8.2375e-04 mu_B
moment per Cr, atomic-unit road: 8.2375e-04 mu_B
moment per Cr in SI: 7.639e-27 A m^2
full spin moment of the ion: 3.0 mu_B
induced/full moment: 2.75e-04
model Neel temperature: 310 K
model Curie-Weiss temperature (size): 500 K
model exchange J1: -6.549 meV
model exchange J2: 27.920 meV
temperature of largest alpha: 230 K
exchange shift w at the field: 0.0281 meV
sublattice moment at peak, E=0: 2.1803 mu_B
moment change, sublattice A: 8.2408e-04 mu_B
moment change, sublattice B: 8.2341e-04 mu_B
model net moment per Cr at peak: 8.2375e-04 mu_B
same, opposite domain: -8.2375e-04 mu_B
model net moment at 20 K: 4.1e-10 mu_B
model net moment at 330 K is below 1e-8 mu_B: True
model alpha at 300 K: 1.99 ps/m
model net moment at 300 K: 4.088e-04 mu_B
relative nonlinearity at peak: -2.7e-07
relative nonlinearity at 300 K: 8.2e-06
model susceptibility at peak: 1.51e-03 (SI, pure number)
film demagnetizing change: -0.151 %
field in device unit: 1.00 MV/cm
assumed rough breakdown field: 2.0 MV/cm
field/breakdown field: 0.50
film thickness: 100 nm
voltage across film: 10.0 V
assumed tunnel barrier: 1.0 eV
tunnel distance: 10.0 nm
WKB exponent: 68.3
WKB tunnelling factor: 2.2e-30
assumed optical permittivity: 6.0
Poole-Frenkel lowering: 0.310 eV
ideal leakage enhancement at 300 K: 1.6e+05
checks complete
```
